# High-Field Hall Coefficient of Uncompensated Metals with Closed Orbits

## The decision in a calculation

Suppose the Hall coefficient of a metal is to be computed in a strong magnetic field. One must decide whether scattering probabilities are needed for every pair of states on the Fermi surface, or whether counting carriers is enough. Counting is enough if all orbits are closed, the electron and hole densities differ, and the field is high enough. The ratio of the cyclotron frequency to the scattering rates must be much larger than 1 and also much larger than \((n_e+n_h)/|n_e-n_h|\). Then

\[
R_H\to-\frac{1}{e(n_e-n_h)} .
\]

At low field the same metal does require the scattering probabilities.

## Setting and conventions

The electron charge is \(-e\), with \(e>0\), and \(\mathbf B=B\hat z\). A band has energy \(\varepsilon(\mathbf k)\) and velocity \(\mathbf v=\nabla_k\varepsilon/\hbar\). The density of states in \(\mathbf k\) space, both spins included, is \(1/(4\pi^3)\). The treatment is semiclassical: Landau quantization, tunnelling between orbits and Berry-curvature corrections are left out. Between collisions

\[
\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B).
\]

With \(\mathbf E=0\), an electron keeps its energy and its \(k_z\), and so traces the edge of a constant-energy slice. Each such orbit is assumed to be closed.

For a weak field \(\mathbf E\), write

\[
f=f_0+(-f_0')\Phi ,\qquad f_0'=\partial f_0/\partial\varepsilon ,
\]

and keep terms linear in \(\mathbf E\). The electric force acting on \(f_0\) gives \(-e\mathbf E\cdot\mathbf v f_0'\). The magnetic force does nothing to \(f_0\), because \((\mathbf v\times\mathbf B)\cdot\mathbf v=0\). Acting on the deviation it gives \((-f_0')\,d\Phi/dt\), where \(d/dt\) follows the magnetic orbit, on which \(f_0'\) is constant. Write the collision term as \(-(-f_0')L\Phi\). Division by \(-f_0'\) gives

\[
\frac{d\Phi}{dt}+L\Phi=-e\,\mathbf E\cdot\mathbf v. \tag{1}
\]

The collision operator is

\[
(-f_0')L\Phi(\mathbf k)=\int d^3k'\,W(\mathbf k,\mathbf k')\,[\Phi(\mathbf k)-\Phi(\mathbf k')],
\]

with \(W\) symmetric, non-negative and independent of \(B\). It may depend on both wave vectors in any way and may couple different sheets, so no relaxation time is assumed. With the product

\[
\langle A,C\rangle=\int\frac{d^3k}{4\pi^3}(-f_0')AC ,
\]

the symmetry of \(W\) makes \(L\) symmetric, and

\[
\langle\Phi,L\Phi\rangle=\frac{1}{8\pi^3}\iint d^3k\,d^3k'\,W\,[\Phi(\mathbf k)-\Phi(\mathbf k')]^2\ge0 .
\]

Collisions are assumed to connect all states of an energy shell. This expression then vanishes only for a constant \(\Phi\) or, if scattering is elastic, a function of energy alone. Such functions change the occupation of whole shells. They carry no current and are set to zero.

## Velocity as a total derivative

The in-plane components of the magnetic motion are

\[
\hbar\dot k_x=-eBv_y,\qquad \hbar\dot k_y=eBv_x .
\]

Hence

\[
v_x=\frac{\hbar\dot k_y}{eB},\qquad v_y=-\frac{\hbar\dot k_x}{eB}. \tag{2}
\]

On a closed orbit \(\mathbf k\) returns to its starting point, so the time averages of \(v_x\) and \(v_y\) vanish. For an in-plane electric field, the right side of (1) becomes

\[
-e(E_xv_x+E_yv_y)=-\frac{\hbar}{B}(E_x\dot k_y-E_y\dot k_x)=\frac{d\Phi_0}{dt},
\]
\[
\Phi_0=-\frac{\hbar}{B}(E_xk_y-E_yk_x). \tag{3}
\]

\(\Phi_0\) is single-valued on a closed orbit. Moving the origin of \(\mathbf k\) adds a constant on each orbit, which the next part accounts for.

## What scattering can still do

Put \(\Phi=\Phi_0+g\) in (1). Then

\[
\frac{dg}{dt}+Lg=-L\Phi_0 .
\]

To order this in powers of \(1/B\), write \(d/dt=BD\), with \(D=(e/\hbar)(v_x\partial_{k_y}-v_y\partial_{k_x})\) independent of \(B\). Write also \(\Phi_0=F/B\) and \(g=g_1/B+g_2/B^2+\dots\). The first two orders are

\[
Dg_1=0,\qquad Dg_2+Lg_1=-LF .
\]

The first says that \(g_1\) is constant on each orbit. Averaging the second over an orbit removes \(Dg_2\), because \(g_2\) is periodic:

\[
\overline{L(g_1+F)}=0. \tag{4}
\]

Equation (4) fixes \(g_1\). Restricted to orbit-constant functions, \(L\) is still positive apart from the shell functions, and the source has no component along those, because collisions conserve number. A term of order \(B^0\) in \(g\) would obey (4) without a source, and would therefore be one of the functions already set to zero.

So scattering does affect the distribution at the same order as \(\Phi_0\). What protects the Hall current is that \(g_1\) carries no in-plane current. To see this, take a strip of a slice between energies \(\varepsilon\) and \(\varepsilon+d\varepsilon\). Its width is \(d\varepsilon/(\hbar v_\perp)\), and its length element is \(|\dot{\mathbf k}|dt=(eBv_\perp/\hbar)dt\). Therefore

\[
d^3k=\frac{eB}{\hbar^2}\,d\varepsilon\,dk_z\,dt. \tag{5}
\]

Both \(f_0'\) and \(g_1\) are constant on an orbit, so the current from \(g_1\) contains \(\oint v_x\,dt=(\hbar/eB)\oint dk_y=0\), and likewise for \(v_y\).

## The Hall conductivity

The current density is

\[
\mathbf j=-e\int\frac{d^3k}{4\pi^3}\,\mathbf v\,(-f_0')\Phi .
\]

For \(\mathbf E\) along \(y\), \(\Phi_0=\hbar k_xE_y/B\). Since \(\hbar v_xf_0'=\partial f_0/\partial k_x\),

\[
\sigma_{xy}=\frac eB\int\frac{d^3k}{4\pi^3}\,k_x\frac{\partial f_0}{\partial k_x}+O(B^{-2}).
\]

On an electron pocket \(f_0\) vanishes outside, and integration by parts gives \(-n_e\) for the integral. Around a hole pocket \(f_0=1-h_0\), where the hole occupation \(h_0\) vanishes outside. Then \(\partial f_0/\partial k_x=-\partial h_0/\partial k_x\), and the integral is \(+n_h\). Thus

\[
\sigma_{xy}=\frac sB+O(B^{-2}),\qquad s=-e(n_e-n_h). \tag{6}
\]

For \(\mathbf E\) along \(x\), \(\Phi_0=-\hbar k_yE_x/B\), and the same steps give \(\sigma_{yx}=-s/B+O(B^{-2})\). The \(1/B\) part of \(\sigma_{xx}\) contains \(\int k_y\,\partial f_0/\partial k_x\,d^3k\), which vanishes because \(k_y\) does not depend on \(k_x\). Hence \(\sigma_{xx}\), and similarly \(\sigma_{yy}\), is of order \(B^{-2}\).

The physical content is the drift velocity \(\mathbf E\times\mathbf B/B^2\), which does not contain the mass, the band shape or the collision rate. A full band carries no current, so missing electrons count with the opposite sign.

## From conductivity to Hall coefficient

A Hall bar has \(j_z=0\), but \(E_z\) need not vanish. For \(\mathbf E\) along \(z\), the leading \(\Phi\) is of order \(B^0\) and constant on each orbit. It gives a finite \(\sigma_{zz}\) on a three-dimensional pocket, but no in-plane current, so \(\sigma_{xz}\) and \(\sigma_{yz}\) are of order \(1/B\). In-plane fields produce \(\Phi\) of order \(1/B\), so \(\sigma_{zx}\) and \(\sigma_{zy}\) are too. Eliminating \(E_z\) leaves the in-plane matrix

\[
S_{ab}=\sigma_{ab}-\frac{\sigma_{az}\sigma_{zb}}{\sigma_{zz}},\qquad a,b\in\{x,y\},
\]

whose correction term is of order \(B^{-2}\). The in-plane resistivity is \(S^{-1}\), so

\[
R_H=\frac{\rho_{yx}-\rho_{xy}}{2B}=\frac{S_{xy}-S_{yx}}{2B\det S}. \tag{7}
\]

Reversal of \(B\) settles the size of the corrections. Equation (1) gives \(\sigma_{ab}=e^2\langle v_a,(BD+L)^{-1}v_b\rangle\). Here \(L\) is symmetric, and \(D\) is antisymmetric by integration by parts around a closed orbit, so \(\sigma_{ab}(B)=\sigma_{ba}(-B)\). The matrix \(S\) inherits this property. Therefore \((S_{xy}-S_{yx})/2\) is odd in \(B\) and \(\det S\) is even:

\[
\frac{S_{xy}-S_{yx}}2=\frac sB+O(B^{-3}),\qquad
\det S=\frac{s^2}{B^2}+O(B^{-4}).
\]

Insertion in (7) gives

\[
R_H=\frac1s\,[1+O(B^{-2})]=-\frac1{e(n_e-n_h)}\,[1+O(B^{-2})]. \tag{8}
\]

For \(n_h=0\) this is the familiar negative coefficient \(-1/(en_e)\). The transverse resistivity \(\rho_{xx}=S_{yy}/\det S\) tends to a constant. That constant does depend on scattering, since it contains the \(B^{-2}\) part of \(S_{yy}\).

## What is being counted

For closed pockets at zero temperature, \(n_e\) and \(n_h\) are pocket volumes divided by \(4\pi^3\). Let a primitive cell of volume \(\Omega\) hold \(Z\) valence electrons, and let \(N\) bands be either full or full except for hole pockets. Each band holds two electrons per cell, so

\[
\frac Z\Omega=\frac{2N}\Omega-n_h+n_e,\qquad n_e-n_h=\frac{Z-2N}\Omega .
\]

The difference is fixed by an integer, although each density separately depends on details of the bands.

A sheet that runs through the whole zone needs more care. It can have electron orbits at some \(k_z\) and hole orbits at others. The densities must then be found by integrating slice areas over \(k_z\), and the count can change with the direction of \(\mathbf B\).

## The low-field limit

For weak \(B\), expand the inverse operator:

\[
(L+BD)^{-1}=L^{-1}-B\,L^{-1}DL^{-1}+\dots
\]

The Hall conductivity is now proportional to \(\langle v_x,L^{-1}DL^{-1}v_y\rangle\), and the ordinary conductivity to \(\langle v_x,L^{-1}v_x\rangle\). Multiplying all scattering rates by one number changes the Hall conductivity and the square of the ordinary conductivity by the same factor, so \(R_H\) is unchanged. Changing how the rates vary over the Fermi surface does not cancel in this way. More generally, if \(L\) is proportional to \(1/\tau\) with fixed anisotropy, \(R_H\) depends on \(B\) and \(\tau\) only through \(B\tau\).

## A worked example

The model has carrier densities in the regime of aluminium, an interconnect metal with three valence electrons per atom. One band is full, the next has a hole pocket, and the third has small electron pockets, so \(Z-2N=3-4=-1\). With a rough cubic lattice constant of 0.405 nm and four atoms per cube,

\[
n_{\rm at}=\frac4{(0.405\ \text{nm})^3}=60.2\ \text{nm}^{-3}.
\]

The inputs are \(n_e=1.20\) and \(n_h=61.4\ \text{nm}^{-3}\), so

\[
R_H\to\frac{1}{(1.602\times10^{-19}\,\text{C})(6.02\times10^{28}\,\text{m}^{-3})}
=10.4\times10^{-11}\ \text{m}^3/\text{C}.
\]

The hole energy below the band top is \((\hbar^2/2m)[4k^4-3(k_x^4+k_y^4+k_z^4)]^{1/2}\) with \(m=1.5\,m_e\), which gives a rounded octahedron with slightly dented edges. The electrons occupy two tilted ellipsoids with mass parameter \(0.3\,m_e\).

Equation (1) was solved numerically on these surfaces for elastic scattering with five choices of \(W\): uniform, strongest at the octahedron's corners, strongest on its faces, favouring small changes of \(\mathbf k\), and random. The mean scattering rate was held at \(1/\tau\), with \(\tau=20\) ps. Results are in \(10^{-11}\ \text{m}^3/\text{C}\).

| \(B\) (T) | uniform | corners | faces | forward | random |
|---|---|---|---|---|---|
| 0.01 | 5.4 | 4.7 | 27.0 | 8.7 | 6.2 |
| 0.1 | 8.3 | 10.2 | 13.2 | 9.9 | 8.6 |
| 1 | 10.34 | 10.54 | 10.50 | 10.36 | 10.35 |
| 10 | 10.37 | 10.37 | 10.37 | 10.37 | 10.37 |

Some entries below 10 T carry a mesh error. A finer mesh moves the "corners" value from 4.7 to 5.1 at 0.01 T, from 10.2 to 10.5 at 0.1 T and from 10.54 to 10.52 at 1 T, and the "faces" value at 0.01 T from 27.0 to 26.5. The "uniform" column does not move at the digits shown. The random kernel is drawn point by point, so its low-field values belong to this mesh.

For the hole orbit nearest the zone centre, \(\omega_c\tau=29.9\) at 10 T, and it is proportional to \(B\). The spread between columns, relative to the limit, falls from 2.1 at 0.01 T to about 0.02 at 1 T and 0.0002 at 10 T. The approach need not be monotonic: the "corners" column passes above the limit before returning to it.

Reading the 0.01 T values as a hole density \(1/(eR_H)\) would give \(10.37/27.0=0.38\) holes per atom for face scattering and \(10.37/5.4=1.9\) for uniform scattering. The true net count is 1 in both cases.

Three further results bear on the derivation.

- **Correction.** For the "corners" kernel, the deviation from the limit falls by a factor 4.00 when \(B\) doubles from 40 to 80 T, as (8) requires.
- **Orbit constants.** With \(\mathbf E\) along \(y\), the random kernel and 3000 T, used as a mathematical limit, \(B\Phi/(\hbar E_y)-k_x\) varies by at most \(0.002\ \text{nm}^{-1}\) about its mean on any orbit. Between orbits the means differ by up to \(25\ \text{nm}^{-1}\). Most of that difference comes from the positions of the two electron pockets, centred at \(k_x=\pm11.6\ \text{nm}^{-1}\), because \(k_x\) is measured from the zone centre; it is not a measure of how strongly the kernel matters. What the test shows is that the part added to \(\Phi_0\) is constant on each orbit, as \(Dg_1=0\) requires.
- **Opposite sign.** A second metal, with 0.5 electrons and 0.1 holes per atom, should give \(-25.9\times10^{-11}\ \text{m}^3/\text{C}\). All five kernels give this value at 3000 T.

## Where the result fails

**Compensation.** If \(n_e=n_h\), then \(s=0\). The antisymmetric part of \(S\) starts at \(B^{-3}\), and \(\det S\) is in general of order \(B^{-4}\). Equation (7) then gives a constant that depends on scattering, while \(\rho_{xx}\) grows as \(B^2\). With 0.3 electrons and 0.3 holes per atom at 10 T, corner and face scattering give \(-28.8\) and \(-23.0\) in the units of the table; a finer mesh shifts these by about 1 percent. For face scattering, \(\rho_{xx}\) rises by a factor 4.00 from 10 to 20 T. Near compensation the limit exists but is reached late. With 0.30 electrons and 0.31 holes per atom at 10 T, uniform, corner and face scattering give only 0.36 to 0.47 of the counting value, although \(\omega_c\tau\) is about 30 for the holes and larger for the electrons.

**Open orbits.** On an orbit running along \(k_y\), \(\mathbf k\) advances by a reciprocal lattice vector each period, so the mean of \(v_x\) is not zero. Then \(\sigma_{xx}\) stays finite, and \(S_{xx}S_{yy}\) is of order \(B^{-2}\), as large as the Hall term in \(\det S\). Orbit constants now carry current as well. With two open sheets added to the hole pocket, and no electron pockets, corner and face scattering give 8.3 and 1.8 at 300 T. In this example the open sheets add nothing to \(\sigma_{xy}\), which keeps the value \(en_h/B\), so the change comes from the term \(S_{xx}S_{yy}\) in \(\det S\).

**Magnetic breakdown.** An electron may tunnel across a Bragg gap \(E_g\) instead of being reflected. Let \(v_x\) and \(v_y\) here be the free-electron velocities along and across the Bragg vector. The energies of the two crossing branches separate at the rate \(2v_xv_yeB\), and the Landau–Zener formula with coupling \(E_g/2\) gives

\[
P=\exp\left[-\frac{\pi E_g^2}{4\hbar eB\,v_xv_y}\right].
\]

Take \(v_xv_y=v^2/2\) and the model's rms speed, \(v=1416\) nm/ps. At 10 T, \(P\) is about \(10^{-13}\) for a gap of 0.5 eV but 0.74 for 0.05 eV, and it reaches 1 percent at 0.20 eV. These figures are sensitive to the speed. With the free-electron Fermi speed for three electrons per atom, about 2025 nm/ps, they become \(5\times10^{-7}\), 0.86 and 0.28 eV. Small gaps therefore change the orbits and with them the count. If breakdown were complete everywhere, three free electrons per atom would give \(-3.5\times10^{-11}\ \text{m}^3/\text{C}\), with the opposite sign.

**Landau levels.** At 10 T the level spacing of the central hole orbit is 0.98 meV, against \(k_BT=0.36\) meV at 4.2 K and a hole band depth of 5.4 eV. A rough estimate of the relative quantum ripple from the holes, including thermal damping, is \(10^{-4}\). The lighter electron pockets have a spacing of 4.8 meV and ripple more. Without collision broadening, the ripple is about 4 percent of their own density of states, or about 0.5 percent of that of the whole metal.

## Beside real aluminium lines

Real aluminium also has a large second-band hole surface and small third-band electron pieces, but the model's shapes and scattering kernels are not computed from its bands. The lifetime of 20 ps stands for a very pure crystal at helium temperature and is far above that of a deposited film. At 300 K a rough lifetime is 0.007 ps, which gives \(\omega_c\tau=0.01\) at 10 T; reaching \(\omega_c\tau=1\) would take roughly 1000 T. The assumption that an ordinary line breaks is thus the high-field condition itself. In the model, at 300 K and 10 T, \(R_H\) ranges from 3.3 to \(30\times10^{-11}\ \text{m}^3/\text{C}\) over the five kernels, or 0.3 to 3 times the high-field value; a finer mesh moves the two ends to about 3.8 and 29. Real aluminium at room temperature has a negative coefficient, roughly \(-3\times10^{-11}\ \text{m}^3/\text{C}\), so the model does not reproduce even the sign there and should not be used for low-field values. Cooling a narrow line would not be enough either. The orbit's half-width in space at 10 T is \(\hbar k/(eB)\approx960\) nm, much larger than a line some tens of nanometres wide, so surfaces would interrupt the orbits. Carrier counting by (8) calls for a pure, cold sample much larger than the orbit, electron and hole densities that are not nearly equal, and a field direction without open orbits or appreciable breakdown. The remaining computed values are in the numerical output.

## Table of computed values

```
lattice constant (rough input)      0.405 nm
atom density                        60.21 nm^-3
electron density n_e                1.204 nm^-3
hole density n_h                    61.418 nm^-3
hole / electron band mass           1.5 / 0.3 m_e (inputs)
hole sheet corner wave number       14.63 nm^-1
zone boundary along the axis        15.51 nm^-1
lifetime cold / 300 K (rough)       20.0 / 0.007 ps
predicted high-field R_H            10.366 e-11 m^3/C
R_H in 1e-11 m^3/C, cold lifetime, by kernel:
B (T)    uniform  corners    faces  forward   random
0.01       5.426    4.693   26.972    8.704    6.209
0.1        8.343   10.219   13.209    9.871    8.630
1         10.341   10.537   10.495   10.361   10.346
10        10.365   10.368   10.367   10.366   10.365
40        10.366   10.366   10.366   10.366   10.366
3000      10.366   10.366   10.366   10.366   10.366
spread/limit: 2.1493 0.4695 0.0189 0.0002 0.0000
deviation ratio 40 T to 80 T        4.002
second metal, predicted R_H         -25.914 e-11 m^3/C
second metal, 3000 T:  -25.914  -25.914  -25.914  -25.914  -25.914
sigma_xx ratio, 300 T to 3000 T     100.00
sigma_(xy)z ratio, same fields      10.000
sigma_zz ratio, same fields         1.00000
rest of Phi: variation on an orbit  0.00184 nm^-1
rest of Phi: between orbits         25.41 nm^-1
compensated, 10 T, corners/faces:  -28.814  -22.961
compensated rho_xx, 20 T over 10 T  3.999
open orbits, 300 T, corners/faces:    8.287    1.766
open sigma_xx, 300 T over 30 T      1.0000
Central hole orbit and neglected effects at 10 T:
cyclotron mass                      1.176 m_e
omega_c tau, cold                   29.9
omega_c tau, 300 K                  0.0105
field for omega_c tau = 1, 300 K    955 T
R_H at 300 K:    5.362    3.263   30.446    8.671    7.103
orbit half-width in space           963 nm
rms Fermi speed, hole sheet         1416 nm/ps
breakdown probability, gap 0.5 eV   1.21e-13
breakdown probability, gap 0.05 eV  0.743
gap for 1 percent breakdown         0.197 eV
R_H of 3 free electrons per atom    -3.455 e-11 m^3/C
Landau spacing                      0.984 meV
kT at 4.2 K                         0.362 meV
hole band depth at Fermi level      5.44 eV
quantum ripple, rough relative size 9.7e-05
```
